Vacancy Levels from Zeros of the Site-Diagonal Green Function, part 2

We seek the gap levels of a vacancy, made by deleting orbitals from a one-electron Hamiltonian H. Energies are in eV, states per spin. The gap (E_v, E_c) holds no states of H, localized ones included (section 1.1). G(E) = (E − H)⁻¹, and K is H without the set A of p removed orbitals. V denotes changes on the remaining orbitals (section 1.7).

A level E0 satisfies det G_AA(E0) = 0, or G_00(E0) = 0 for one orbital on site 0. G_00 and the eigenvalues of G_AA fall through the gap; G_00 has a zero if it is positive just above E_v and negative just below E_c. Deletion lowers the number of states below a gap energy by the number of positive eigenvalues of G_AA there. For a finite system

det G_AA(E) = det(E − K)/det(E − H). (23)

The state's weight on z equivalent neighbours with hopping t is 1/(z t²|G_00′(E0)|). A potential U on site 0 instead gives a level where G_00(E) = 1/U, and at large |U|

E_U ≈ E0 + 1/(U G_00′) − G_00″/(2 (G_00′)³ U²), (20)

with derivatives taken at E0. Another state escapes to about U + ε_0 + Σ_j|H_0j|²/U, with site energy ε_0 and hoppings H_0j.

Model anions (even coordinate sum) and cations (odd) occupy a cubic grid of unit spacing, with one s-like orbital each:

ε_a = −2 eV (anion), ε_c = +2 eV (cation),
t = 0.5 eV (anion–cation), s = −0.25 eV (cation–cation).

Each anion has six cation neighbours. At wave vector k the coupling is 2tF and the cation energy ε_c + 4sP, with

F = cos k_x + cos k_y + cos k_z,
P = cos k_x cos k_y + cos k_y cos k_z + cos k_z cos k_x,

N = E − ε_c − 4sP,
D = N(E − ε_a) − 4t²F². (25)

G_00(E) = ⟨N/D⟩_k. (26)

Averages use 40 midpoints per axis from 0 to π unless stated. D ≤ 0 means that E lies between the two bands or on one of them.

At E = ε_a, D = −4t²F² ≤ 0, with equality where F = 0. At those wave vectors P = −½Σcos²k_i, so the cation energy is at least 2 eV and −2 eV belongs to the lower band. The valence edge is E_v = −2 eV, reached on a whole surface in k space.

At k = 0, F = P = 3. The cation energy is 2 − 3 = −1 eV and the coupling is 6t = 3 eV. The upper band energy there is

(−2 − 1)/2 + √(0.5² + 3²) = 1.5414 eV. (27)

To see that this is the conduction minimum, set Q = Σcos²k_i, so that P = (F² − Q)/2. With the parameters inserted,

D = E² − 4 + (E + 2)(F² − Q)/2 − F².

At E = 1.5414 the coefficient of F² is 0.7707 and that of Q is −1.7707. Since F² ≤ 3Q, the k-dependent part is at most 0.541Q, and Q ≤ 3. Both bounds are reached together at k = 0, where D = 0. So D ≤ 0 at every k, and E_c = 1.5414 eV. The gap is 3.5414 eV.

2.4 Signs at the edges

Near the surface F = 0, F is proportional to the distance q from the surface. The valence energy there is lower than −2 eV by an amount αq², and the state has almost all its weight on the anions. At an energy δ above the edge, the contribution to G_00 is proportional to

∫ dq/(δ + αq²) = π/√(αδ),

which tends to +∞ as δ → 0. The lower edge condition is met, and the existence of a level depends on the sign at the conduction edge.

At E_c, D vanishes as k² near k = 0. The integral converges in three dimensions, but a grid of spacing h misses or misjudges a region of size h around the singular point, and

∫₀^h k² dk/k² = h.

The grid error is therefore linear in the spacing, and a linear extrapolation removes it to leading order. With g₄₀ and g₈₀ the values from 40 and 80 points per axis,

G_00(E_c) ≈ 2g₈₀ − g₄₀ = −0.373 eV⁻¹. (28)

It is negative, so a vacancy level exists.

2.5 The level and its wave function

Through the gap the Green function takes these values:

G_00(−1 eV) = 0.7247 eV⁻¹
G_00(0) = 0.3683 eV⁻¹
G_00(1 eV) = 0.1939 eV⁻¹

A bracketing root search between the last of these energies and the conduction edge finds the zero at

E0 = 1.465 eV, (29)

which is 0.076 eV below the conduction edge. In this model an unrelaxed vacancy gives a shallow level.

The slope follows from differentiating N/D. Since dN/dE = 1 and dD/dE = (E − ε_a) + N,

d(N/D)/dE = [D − N(E − ε_a) − N²]/D² = −(N² + 4t²F²)/D². (30)

Its average at E0 is G_00′ = −1.2968 eV⁻². The six neighbouring cations thus carry the weight

w_nn = 1/(6 × 0.25 × 1.2968) = 0.514. (31)

Direct diagonalization gives the same picture. A periodic cluster of 12 × 12 × 12 sites has 864 anions and 864 cations. With one anion deleted, its eigenvalues comprise 863 states up to the valence edge, one in the gap at 1.4650 eV, and 863 from the conduction edge upward. The gap state has the weight 0.514 on the six neighbours and 0.703 on all cations. The remaining 0.297 is on other anions, so the state is not a pure cation state.

The count 863, 1, 863 is what Part 1 requires: G_00 is positive below E0 and negative above it, so each band loses one state and the gap gains one. In the infinite crystal, where the bands cannot be counted state by state, the phase of G_00 does the same work. By equation (23), G_00 has zeros at the states of K and poles at those of H. Its winding number around a closed contour is thus the change in the number of states inside. With 24 grid points per axis, phase increments summed over 400 points on a circle give −1 around the valence band and −1 around the conduction band, with the level outside both circles.

With both spins, the valence band loses two places and the gap level offers two. For real oxygen, count the 2s and 2p states: a filled oxide ion has eight electrons in these four orbitals, and a neutral oxygen atom takes six with it. If G_AA has four positive eigenvalues just above the valence edge, the bands below lose eight places including spin, and two electrons are left over. They fill the gap level if there is one. If there is none, then within this one-electron description they go to the conduction band edge.

2.6 Finite potentials

Solving G_00(E) = 1/U on the same grid gives these levels:

U = 5 eV: 0.9686 eV
U = 20 eV: 1.4149 eV
U = 100 eV: 1.4568 eV
U = 1000 eV: 1.4642 eV
U = −100 eV: 1.4723 eV
U = −20 eV: 1.4955 eV

The level approaches 1.465 eV from below for positive U and from above for negative U. At U = 100 eV the first-order shift is −1/(100 × 1.2968) = −0.0077 eV, which predicts 1.4573 eV. At U = −100 eV it predicts 1.4727 eV. Both computed levels are slightly lower. This is the sign of the second-order term in equation (20), which does not change with the sign of U and is negative here because G_00″ < 0 at the zero. At U = 1000 eV the computed shift exceeds the first-order one by 0.5 percent of the latter.

To bring the level within 1 meV of the vacancy limit, |U| must be about 1/(0.001 × 1.3) ≈ 770 eV. Deleting the row and column has no such error. It also avoids the escaped state, which for U = 1000 eV lies at 1000 − 2 + 6 × 0.25/1000 = 998.0015 eV, the value also found by diagonalizing a 512-site cluster with U on one anion.

Because G_00 diverges to +∞ at the valence edge, every positive U puts a level in the gap. A negative U does so when 1/U lies above −0.373 eV⁻¹, that is for |U| > 2.7 eV.

2.7 A case without a level

Reduce the anion–cation hopping to t = 0.25 eV and keep the other parameters. The coupling at k = 0 is 1.5 eV, and the conduction edge becomes

−1.5 + √(0.5² + 1.5²) = 0.0811 eV. (32)

The argument of section 2.3 again places the minimum at k = 0, since at this energy the k-dependent part of D is at most 1.33Q. The extrapolated edge value is now G_00(E_c) = +0.350 eV⁻¹. The Green function stays positive throughout the gap, and the infinite crystal has no vacancy level. The winding numbers are −1 for the valence band and 0 for the conduction band.

The role of hybridization follows from equation (26) in the form

G_00(E) = ⟨1/(E − ε_a − 4t²F²/N)⟩_k. (33)

For E above ε_a but below the cation band taken alone, N is negative at every k. Each term is then positive, and there is no zero. A level must therefore lie above the bottom of the bare cation band, here ε_c + 12s = −1 eV. The gap reaches above that energy because coupling to the anions pushes the conduction edge up. Removing an anion takes away part of this push for its neighbours. Along the path from t = 0.25 to 0.5 eV, a root search on the extrapolated edge value finds the change of sign at t ≈ 0.42 eV. This picture holds while the conduction minimum lies at k = 0 and carries anion weight; it is not a rule that stronger hybridization always binds a level. Above t = 0.577 eV the energy at k = 0 exceeds 2 eV, and the minimum moves to k = (π/2, π/2, π/2), where F = 0 and the edge stays at 2 eV. At t = 0.8 eV, G_00 is again positive throughout the gap and there is no level. The push at k = 0 also belongs to the s-like anion orbital of the model: the coupling of a cation s orbital to anion p orbitals vanishes at k = 0 in this lattice.

A finite cluster can mislead at this point. Its conduction edge is a discrete state, whose pole drives G_00 to −∞ just below it, so a zero appears even when the infinite crystal has none. Let w be the anion fraction of the state at k = 0 and N_a the number of anions. At the depth δ below the edge,

G_00 ≈ g − w/(N_a δ), so that δ ≈ w/(N_a g), (34)

where g is the contribution of all other states. The fraction w is the residue of N/D at the pole. With N = 1.0811 eV and dD/dE = 2.0811 + 1.0811 = 3.1622 eV, w = 0.342.

Diagonalization with one anion deleted gives δ = 3.376 meV for 512 sites (N_a = 256) and 1.039 meV for 1728 sites (N_a = 864). The ratio is 3.25, close to the volume ratio 3.375. Equation (34) turns these depths into g = 0.396 and 0.381 eV⁻¹. They exceed the infinite-crystal value 0.350 by 0.046 and 0.031, in the ratio 1.5 of the linear cluster sizes 12 and 8. This is the linear grid error of section 2.4: the sum without the point k = 0 lacks a negative contribution proportional to the inverse cluster size. A true gap level keeps a finite depth as the cluster grows, whereas this one moves into the edge.

2.8 Disorder and pairs of vacancies

To remove periodicity, take a periodic cluster of 6 × 6 × 6 sites with t = 0.5 eV. Shift each site energy by a random amount within ±0.2 eV and multiply each hopping by a random factor within 10 percent of one. This is a disordered lattice, not a simulated glass structure. One diagonalization of the intact cluster, with eigenvalues E_α and eigenvectors φ_α, gives the Green function on every anion i:

G_ii(E) = Σ_α |φ_α(i)|²/(E − E_α). (35)

The highest valence state lies at −1.887 eV and the lowest conduction state at 1.499 eV. Root searches for the 108 anions, each removed alone, give levels from 1.351 to 1.483 eV with the mean 1.428 eV. In this sample the levels of one type of vacancy thus spread over 0.13 eV, from differences in surroundings alone. The highest of these levels is only 0.017 eV below the lowest conduction state. By the argument of section 2.7, a cluster of one size cannot show whether it would remain a gap level in a larger sample. The edges, the mean and the spread belong to this one sample and change by a few hundredths of an eV with the random numbers and the cluster size. In the strict sense of section 1.1 the doubt extends to all 108 levels. The disorder allows regions with all site energies lowered by 0.2 eV, t = 0.45 eV and s = −0.275 eV, and a crystal with these values has its conduction edge at −1.85 + √(0.35² + 2.7²) = 0.87 eV. An arbitrarily large sample contains such regions, though very rarely, so its tail states reach below every level found here. The gap used in this section is the gap of the finite sample.

For two removed anions the 2 × 2 block is needed. If the sites are equivalent and their mutual element G_01 is real, the eigenvalues of the block are G_00 + G_01 and G_00 − G_01. To first order in G_01, and provided that the resulting energies fall inside the gap, their zeros lie at

E ≈ E0 ± G_01(E0)/|G_00′(E0)|. (36)

In the disordered cluster, two anions on either side of a common cation were deleted. Diagonalization finds one level in the gap, at 1.355 eV, not two. In this cluster one eigenvalue of G_AA therefore crosses zero in the gap and the other does not. A second level close to the conduction edge could still appear in a larger cluster, so this count does not settle the number for a large sample. That p removed orbitals need not give p gap levels is already clear from section 2.7, where one removed orbital gives none.

2.9 Procedure

1. Compute the spectrum of H and locate a gap free of all states, localized ones included.
2. Form G_AA(E) for the removed orbitals, from a k-space average in a crystal or from eigenvectors in a cluster.
3. Evaluate the number of positive eigenvalues of G_AA just inside each edge. The difference is the number of levels.
4. Find each level by bracketing the zero of the corresponding eigenvalue, which falls steadily with energy. Keep the bracket inside the gap, away from the poles at its edges.
5. In a cluster, repeat with a larger size before accepting a shallow level.

For a real oxide, all five steps use the oxygen s and p orbitals and the Hamiltonian H + V of section 1.7, which includes the changed potential and positions of the neighbours. It is not periodic, so G_AA is no longer a plain k-space average. It comes from a cluster or, when V is confined to a few orbitals, from the crystal's G by the Dyson equation G_V = G + G V G_V, where G_V is the Green function of H + V. The changed neighbours may bind states in the gap even before the oxygen orbitals are removed. The steps then apply to each interval between such states, and a state of H + V with no weight on the removed orbitals is itself a vacancy level. The changes on the neighbours can move the level by more than the 0.08 eV depth found here, so the unrelaxed level is a starting point and not a prediction for a material. Deletion also leaves no orbital in the empty site. In ionic oxides such as MgO the trapped electrons lie largely inside the vacancy, and the orbitals of the remaining atoms may describe them poorly unless functions centred on the empty site are added.
